# Mass-disorder phonon scattering and the thermal conductivity of silicon-germanium, part 1

(Sections cited here and not found follow in the second part.)

## First half: the scattering rate

A substitutional alloy has atoms of different mass on the sites of a regular lattice. A vibrational wave in it loses energy to other waves even when the forces are perfectly harmonic. This problem finds the rate of that loss and then its effect on heat conduction.

The assumptions are these. The crystal is cubic, its $N$ sites are equivalent and each has the rotational symmetry of a cube or a tetrahedron, and its force constants $\Phi_{i\alpha,j\beta}$ do not depend on which atom sits where. Here $i,j$ label sites and $\alpha,\beta$ label Cartesian directions. The site masses $M_i$ are independent random numbers with mean $\bar M$. Define

$$\varepsilon_i=\frac{M_i}{\bar M}-1,\qquad \langle\varepsilon_i\rangle=0,\qquad \langle\varepsilon_i\varepsilon_j\rangle=\Gamma\,\delta_{ij},$$

where the brackets average over occupations. The number $\Gamma$ is the relative mass variance. The decay time $\tau$ is defined by the energy left in the original wave, which falls as $e^{-t/\tau}$, so that its amplitude falls as $e^{-t/2\tau}$. The total energy of the crystal is conserved.

### (a) Write the equation of motion as that of a uniform crystal plus a perturbation. Why is the mean mass the right reference?

**Solution.** Newton's equation is $M_i\ddot u_{i\alpha}=-\sum_{j\beta}\Phi_{i\alpha,j\beta}u_{j\beta}$. For motion as $e^{-i\omega t}$ the left side is $-\omega^2M_iu_{i\alpha}$. Division by $-\bar M$ gives

$$(1+\varepsilon_i)\,\omega^2u_{i\alpha}=\sum_{j\beta}D_{i\alpha,j\beta}\,u_{j\beta},\qquad D=\Phi/\bar M .$$

In matrix form,

$$(\omega^2-D-V)\,u=0,\qquad V_{i\alpha,j\beta}=-\omega^2\varepsilon_i\,\delta_{ij}\delta_{\alpha\beta}.$$

The uniform crystal has normal modes $|\lambda\rangle$ with $D|\lambda\rangle=\omega_\lambda^2|\lambda\rangle$. The label $\lambda$ stands for wave vector and branch, and the modes are orthonormal over the whole crystal.

Because $\langle\varepsilon_i\rangle=0$, the average of $V$ vanishes. Any other reference mass would leave a uniform first-order term, which merely rescales all frequencies and scatters nothing. With the mean mass, the first effect of disorder is of second order. The perturbation is also proportional to $\omega^2$, because a mass difference acts only through the inertial force $M_i\omega^2u_{i\alpha}$.

### (b) Find the averaged response of the crystal to second order in the mass fluctuation.

**Solution.** Let a force $f$ of frequency $\omega$ act on the atoms. The equation becomes $(\omega^2-D-V)u=-f/\bar M$, so $u=-Gf/\bar M$ with

$$G=(\omega^2-D-V)^{-1},\qquad G_0=(\omega^2-D)^{-1}.$$

The response must follow the force in time, which is ensured by giving $\omega$ an infinitesimal positive imaginary part. For $\omega>0$ this replaces $\omega^2$ by $\omega^2+i0$.

Since $G^{-1}=G_0^{-1}-V$, multiplication by $G_0$ from the left and by $G$ from the right gives $G_0=G-G_0VG$, that is, $G=G_0+G_0VG$. Inserting this equation into itself and averaging gives

$$\langle G\rangle=G_0+G_0\langle V\rangle G_0+G_0\langle VG_0V\rangle G_0+\dots$$

The second term is zero. Stopping at the third would be poor at long times: for a given mode it has a double pole at $\omega_\lambda^2$, and a double pole gives an amplitude that grows in proportion to $t$. This is the start of the expansion of an exponential. To recover the exponential, write

$$\langle G\rangle=(\omega^2-D-\Sigma)^{-1}=G_0+G_0\Sigma G_0+\dots$$

and compare the two series at second order. The self-energy is $\Sigma=\langle VG_0V\rangle$. Its elements are

$$\Sigma_{i\alpha,j\beta}=\omega^4\langle\varepsilon_i\varepsilon_j\rangle\,(G_0)_{i\alpha,j\beta}=\omega^4\Gamma\,\delta_{ij}\,(G_0)_{i\alpha,i\beta}.$$

The two minus signs of $V$ have cancelled. Independence of the sites leaves only the response of a site to a force on itself.

That on-site $3\times3$ matrix is fixed by symmetry. A half-turn about the $x$ axis reverses $y$ and $z$, so the $xy$ and $xz$ elements must equal their own negatives and vanish. A half-turn about $y$ removes $yz$. A threefold rotation about a cube diagonal permutes the axes, so the diagonal elements are equal. These rotations are present at a site of a simple cubic lattice and also at the tetrahedral site of diamond. A cubic crystal whose sites have lower symmetry, such as the pyrochlore lattice, lacks some of them, and there the rate depends on polarisation. Hence $(G_0)_{i\alpha,i\beta}=\delta_{\alpha\beta}\,G_{00}(\omega)$, the same for all the equivalent sites, and

$$\Sigma=\omega^4\,\Gamma\,G_{00}(\omega)\times(\text{unit matrix}).$$

### (c) Find the decay rate of a mode in terms of the density of states.

**Solution.** The trace of $G_0$ over all $3N$ coordinates is $3N\,G_{00}$. The same trace taken over modes is a sum over $\lambda$. Let $\hat g(\omega)$ be the density of states normalised to $\int\hat g\,d\omega=1$. Then

$$G_{00}(\omega)=\frac1{3N}\sum_\lambda\frac1{\omega^2-\omega_\lambda^2+i0}=\int_0^\infty\frac{\hat g(\omega')\,d\omega'}{\omega^2-\omega'^2+i0}.$$

The imaginary part of $1/(x+i0)$ is $-\pi\delta(x)$. As a function of $\omega'$, $\delta(\omega^2-\omega'^2)=\delta(\omega-\omega')/(2\omega)$ for positive frequencies, because the argument has slope of magnitude $2\omega$ at its zero. Therefore

$$\operatorname{Im}G_{00}=-\frac{\pi\,\hat g(\omega)}{2\omega}.$$

After a short pulse of force shaped like mode $\lambda$, the averaged amplitude oscillates at the complex frequency that solves $\omega^2=\omega_\lambda^2+\Sigma(\omega)$. Put $\omega=\Omega-i/(2\tau)$, which makes the amplitude decay as $e^{-t/2\tau}$. Squaring gives

$$\omega^2=\Omega^2-\frac{i\Omega}{\tau}-\frac1{4\tau^2}.$$

For weak damping the last term is negligible, and $\Sigma$ may be taken at real frequency, since it changes little over the width $1/\tau$. The imaginary parts then give $-\Omega/\tau=\operatorname{Im}\Sigma$. The real part of $\Sigma$ shifts $\Omega$ by an amount of order $\Gamma$. This alters the rate only at order $\Gamma^2$, so we may set $\Omega=\omega_\lambda\equiv\omega$:

$$\frac1\tau=-\frac{\operatorname{Im}\Sigma}{\omega}=\frac1\omega\,\omega^4\,\Gamma\,\frac{\pi\hat g(\omega)}{2\omega},\qquad\text{so}\qquad \boxed{\frac1\tau=\frac{\pi}{2}\,\Gamma\,\omega^2\,\hat g(\omega)} .$$

The units are right: $\hat g$ is a time, and $\omega^2\hat g$ is an inverse time. Planck's constant does not appear, because a harmonic lattice obeys the same linear equations in classical and quantum mechanics.

### (d) Express the same rate as a sum over final waves. How can a mode of any polarisation have the same rate in diamond?

**Solution.** Insert the complete set of modes between the two factors $V$:

$$\langle\lambda|\Sigma|\lambda\rangle=\sum_{\lambda'}\frac{\langle|V_{\lambda'\lambda}|^2\rangle}{\omega^2-\omega_{\lambda'}^2+i0},\qquad \frac1\tau=\frac{\pi}{2\omega^2}\sum_{\lambda'}\langle|V_{\lambda'\lambda}|^2\rangle\,\delta(\omega-\omega_{\lambda'}).$$

The scattering is elastic. Let $\mathbf e_{\lambda i}$ be the three components of mode $\lambda$ at site $i$. Then $V_{\lambda'\lambda}=-\omega^2\sum_i\varepsilon_i\,\mathbf e^*_{\lambda'i}\cdot\mathbf e_{\lambda i}$. In its averaged square only equal sites survive, so the rate from $\lambda$ to $\lambda'$ is

$$W_{\lambda\lambda'}=\frac{\pi}{2}\,\Gamma\,\omega^2\sum_i|\mathbf e^*_{\lambda'i}\cdot\mathbf e_{\lambda i}|^2\,\delta(\omega-\omega_{\lambda'}).$$

Diamond has $N_c=N/2$ cells with two atoms $b=1,2$. There $\mathbf e_{\lambda i}=\mathbf e_b\,e^{i\mathbf q\cdot\mathbf R}/\sqrt{N_c}$, where $\mathbf R$ is the cell position and $\sum_b|\mathbf e_b|^2=1$. The phases drop out of the squared modulus. The sum over cells gives a factor $N_c$, and the normalisation gives $1/N_c^2$, so

$$\frac1\tau=\frac{\pi}{2}\Gamma\omega^2\,\frac1{N_c}\sum_{\lambda'}\sum_b|\mathbf e'^*_b\cdot\mathbf e_b|^2\,\delta(\omega-\omega_{\lambda'}).$$

For each atom the final modes enter through the tensor $N_c^{-1}\sum_{\lambda'}e'_{b\alpha}e'^*_{b\beta}\,\delta(\omega-\omega_{\lambda'})$. By the rotations used in (b) it equals $L\,\delta_{\alpha\beta}$, and $L$ is the same for both atoms because their sites are equivalent. Summing its diagonal over $\alpha$ and $b$ gives $6L=N_c^{-1}\sum_{\lambda'}\delta(\omega-\omega_{\lambda'})$. There are $6N_c$ modes, so the right side is $6\hat g$, and $L=\hat g$. The remaining factor is $\hat g\sum_b|\mathbf e_b|^2=\hat g$, which returns the result of (c).

A single final wave does prefer some polarisations. The preference disappears in the sum over all final waves of one frequency. For a diamond lattice with nearest-neighbour springs, this sum was evaluated, with the delta function replaced by a smooth peak, for each of the six modes at a wave vector of no special symmetry. It agrees with the isotropic value to a relative error of $2\times10^{-15}$, which is rounding error.

### (e) How does the rate depend on frequency for long waves, and where does that law end?

**Solution.** A long wave of branch $s$ has $\omega=v_sk$, with a speed $v_s$ that may depend on direction. In a crystal of volume $NV_0$, where $V_0$ is the volume per atom, there are $NV_0\,d^3k/(2\pi)^3$ waves per branch in $d^3k$. With $k^2dk=\omega^2d\omega/v_s^3$, and after division by the total of $3N$ modes,

$$\hat g(\omega)=\frac{V_0\,\omega^2}{8\pi^3}\,\frac13\sum_{s=1}^3\int\frac{do}{v_s^3}=\frac{V_0\,\omega^2}{2\pi^2v^3},\qquad \frac1{v^3}\equiv\frac13\sum_s\int\frac{do}{4\pi}\frac1{v_s^3},$$

where $do$ is the element of solid angle. Substitution in (c) gives

$$\frac1\tau=\frac{\pi}{2}\,\Gamma\,\omega^2\,\frac{V_0\,\omega^2}{2\pi^2v^3}=A\,\omega^4,\qquad \boxed{A=\frac{\Gamma V_0}{4\pi v^3}} .$$

Two powers of frequency come from the inertial perturbation and two from the number of final waves. The second pair fails when the lattice is dispersive.

A scalar simple cubic lattice shows this clearly. It has one displacement per site, unit springs, unit mean mass and unit spacing, so $V_0=v=1$. The derivation of (b) and (c) holds with $N$ modes in place of $3N$. Its dispersion is $\omega^2=\sum_i(2-2\cos k_i)=k^2-\tfrac1{12}\sum_ik_i^4+\dots$. Along a unit vector $\mathbf n$, with $s_4=\sum_in_i^4$, this inverts to $k=\omega(1+s_4\omega^2/24+\dots)$. Hence $k^3=\omega^3(1+s_4\omega^2/8+\dots)$. The average of $n_i^4$ over directions is $1/5$, so that of $s_4$ is $3/5$. The number of modes below $\omega$ is thus proportional to $\omega^3+\tfrac3{40}\omega^5$, and its derivative is proportional to $\omega^2(1+\omega^2/8)$. The local exponent $d\ln(1/\tau)/d\ln\omega$ is therefore $4+\omega^2/4$ to this order.

The computed exponents are 4.003 at $\omega=0.1$, 4.18 at 0.8, 4.47 at 1.2 and 5.13 at 1.6. The fourth power is a long-wave law.

### (f) When does second-order theory suffice? Compare it with waves on a lattice of random masses.

**Solution.** Consider the next order. The average $\langle VG_0VG_0V\rangle$ is non-zero only if all three sites coincide, which gives $-\omega^6\langle\varepsilon^3\rangle G_{00}^2$. Its imaginary part, divided by that of $\omega^4\Gamma G_{00}$, is

$$-2\,\omega^2\,\frac{\langle\varepsilon^3\rangle}{\Gamma}\,\operatorname{Re}G_{00}.$$

As $\omega\to0$, $G_{00}\to-\int\hat g\,\omega'^{-2}d\omega'$. This is finite in three dimensions because $\hat g\propto\omega'^2$, so the correction vanishes as $\omega^2$. The relative frequency shift, $\operatorname{Re}\Sigma/(2\omega^2)=\tfrac12\omega^2\Gamma\operatorname{Re}G_{00}$, vanishes in the same way. This suggests that the formula improves at low frequency even when the mass contrast is large. The two terms do not prove it, since higher orders have not been summed.

A direct comparison follows plane waves in time on the scalar lattice, with equal numbers of heavy and light sites placed at random. The decay is read off before signals can travel round the periodic box. For masses $1\pm0.1$, so that $\Gamma=0.01$, the rates are:

| $\omega$ | simulated | formula | ratio |
|---|---|---|---|
| 1.217 | 0.00219 | 0.00216 | 1.01 |
| 1.635 | 0.00856 | 0.00882 | 0.97 |

Each entry is the mean of two random arrangements, which scatter by a few per cent, so the departures of the ratio from one are not resolved. The simulated rate grows by a factor of about 3.9 between the two waves. A pure fourth power would give $(1.635/1.217)^4=3.3$, and the formula with the true density of states gives 4.1.

An equal mixture of silicon and germanium has masses $1\pm0.442$ relative to the mean, and $\Gamma=0.196$. The ratio of simulated to formula rate is then 0.87 at $\omega=0.796$ and 0.71 at $\omega=1.217$. Second-order theory overestimates the scattering here, by less at the lower frequency. Each simulated rate is the mean of two random arrangements of the masses, and single arrangements can differ by several per cent. The shortfalls, 0.13 and 0.29, have the ratio 2.2, while the squared frequencies have the ratio 2.3. This is compatible with a leading correction proportional to $\omega^2$, although two points with such scatter cannot establish it. The correction is not the third-order term above: in an equal mixture $\langle\varepsilon^3\rangle=0$, so that term is absent, and what remains comes from the frequency shift and from higher orders.

For the same two waves the long-wave expression $\Gamma\omega^4/4\pi$ gives 0.00625 and 0.0342, against simulated rates of 0.0059 and 0.0300. In this lattice, neglect of dispersion partly cancels the error of second-order theory.

## Second half: the thermal conductivity of the alloy

The symbols carried over are the mean mass $\bar M$, the relative mass variance $\Gamma$, the volume per atom $V_0$ and the averaged sound speed $v$. A wave of frequency $\omega$ loses energy to other waves of the same frequency at the rate $1/\tau=\tfrac{\pi}{2}\Gamma\omega^2\hat g(\omega)$, where $\hat g$ is the density of states normalised to one. For long waves this is $A\omega^4$ with $A=\Gamma V_0/(4\pi v^3)$. The rate $W_{\lambda\lambda'}$ from one wave to another is proportional to $\sum_i|\mathbf e^*_{\lambda'i}\cdot\mathbf e_{\lambda i}|^2\,\delta(\omega_\lambda-\omega_{\lambda'})$, where $\mathbf e_{\lambda i}$ is the displacement pattern.

The crystal is now described by the Debye model: three branches with the same speed, $\omega=vk$, filled up to the wave number $k_D$ that gives three modes per atom. Each branch holds one mode per atom, so $V_0\cdot\tfrac43\pi k_D^3/(2\pi)^3=1$, hence $k_D=(6\pi^2/V_0)^{1/3}$ and $\omega_D=vk_D$.

### (g) Does the decay time of a wave also govern its heat current? Find the conductivity.

Second-order theory has given the rate at which mass disorder drains energy from a lattice wave, $1/\tau=\tfrac{\pi}{2}\Gamma\omega^2\hat g(\omega)$, and simulations have shown that it overestimates the scattering at silicon–germanium mass contrast. It remains to settle whether this rate also governs the heat current, and to find the thermal conductivity of the alloy.
